Why Tersoff-Hamann images skip PAW augmentation and fail far out

**Question.** In the projector augmented-wave (PAW) method the smooth wave function differs strongly from the true one near the nuclei. Why may a Tersoff-Hamann image be computed from the smooth part alone, why does the same image become meaningless far from the surface, and at what height does that happen?

**Answer.** The two facts have different origins. The first concerns where the augmentation acts, and it holds at any cutoff. The second concerns the finite plane-wave basis in which that state is computed; the analysis below assumes that the state is fully converged within that basis.

**Why the augmentation drops out**

For a tip with an s-wave orbital, at low bias, the Tersoff-Hamann current is proportional to the local density of states of the sample at the tip centre r₀:

I ∝ Σ_ν |ψ_ν(r₀)|² δ(E_ν − E_F).

PAW writes each all-electron state as

ψ = ψ̃ + Σ_i (φ_i − φ̃_i) ⟨p_i|ψ̃⟩,

where φ_i are all-electron partial waves, φ̃_i their smooth partners and p_i the projectors. By construction φ_i = φ̃_i outside the augmentation region. The tip centre lies outside it, so every term of the sum vanishes there and

|ψ(r₀)|² = |ψ̃(r₀)|².

The projector coefficients need not be small; what multiplies them is zero at r₀. That ψ̃ is also the right solution in the vacuum requires partial waves that describe the state well inside the region.

The normalization needs care. The norm of ψ includes the one-centre terms:

⟨ψ|ψ⟩ = ⟨ψ̃|S|ψ̃⟩ = 1, S = 1 + Σ_ij |p_i⟩ q_ij ⟨p_j|,

with q_ij the integral of φ_i φ_j − φ̃_i φ̃_j over the region. The plain norm ⟨ψ̃|ψ̃⟩ generally differs from 1. Rescaling ψ̃ to unit plain norm would multiply the contribution of each state by its own wrong factor. With several states their relative weights, and hence the pattern, could change.

**What a finite cutoff does in the vacuum**

Take one state with zero lateral wavevector, so that the height z above the atomic plane is the one coordinate left. I use hartree atomic units, put the vacuum level at zero and repeat the layer with period L. With T = −½ d²/dz², the smooth state obeys

(T + W − E) ψ̃ = 0, W = ṽ + Σ_ij |p_i⟩ (ΔH_ij − E q_ij) ⟨p_j|,

where ṽ is the smooth potential and ΔH_ij the one-centre energy correction. The operator W acts near the layer, apart from the tail of ṽ.

Keep the plane waves with |G| ≤ G_c. The computed state ψ_c has coefficients c_G and energy E_c = −κ_c²/2; W is evaluated at E_c. Let f = Wψ_c, with Fourier coefficients

f_G = (1/L) ∫ f(z) exp(−iGz) dz.

The equation is enforced for the retained G:

(G²/2 + κ_c²/2) c_G + f_G = 0, so c_G = −2 f_G/(G² + κ_c²).

The function f also has components beyond the cutoff, which the basis cannot answer. Define t_G = −2 f_G/(G² + κ_c²) for |G| > G_c, and let u(z) be the sum over all G, retained and omitted. Then

−½ u″ + ½ κ_c² u = −f(z).

Where f is negligible this is u″ = κ_c² u. For an even state u(−z) = u(z), and periodicity gives u(L − z) = u(z). The solution with this symmetry is a hyperbolic cosine about the middle of the vacuum. Subtracting the omitted part gives

ψ_c(z) = B cosh[κ_c(L/2 − z)] + δ(z), δ(z) = −Σ_{|G|>G_c} t_G exp(iGz).

The first term is the physical decay, including the neighbouring layer. The second is the truncation noise. No expansion in small δ was made, because f was formed with the computed state itself.

**Why the noise does not decay exponentially**

Number the wavevectors G_n = 2πn/L, let N be the last retained index and set θ = 2πz/L. Evenness gives

δ = −2 Σ_{n>N} t_n cos(nθ).

Let D_n be the sum of cos(mθ) from m = N+1 to n. The identity 2 sin(θ/2) cos(mθ) = sin[(m+½)θ] − sin[(m−½)θ] makes that sum telescope:

D_n = {sin[(n+½)θ] − sin[(N+½)θ]} / [2 sin(θ/2)].

Since cos(nθ) = D_n − D_{n−1}, D_N = 0 and t_n → 0, regrouping the terms gives

Σ_{n>N} t_n cos(nθ) = Σ_{n>N} (t_n − t_{n+1}) D_n.

Insert D_n and use Σ_{n>N} (t_n − t_{n+1}) = t_{N+1}:

δ = {t_{N+1} sin[(N+½)θ] − Σ_{n>N} (t_n − t_{n+1}) sin[(n+½)θ]} / sin(θ/2).

No sine in the numerator exceeds 1 in size, so

|δ(z)| ≤ (|t_{N+1}| + Σ_{n>N} |t_n − t_{n+1}|) / sin(πz/L).

For z much smaller than L this bound falls as 1/z, and towards mid-cell it levels off. An upper bound alone does not show slow decay, but the exact expression contains an explicitly algebraic term: the first one, of rms size |t_{N+1}|/[√2 sin(πz/L)]. In the model below the computed noise falls by a factor of 2.5 between 10 and 30 bohr, close to the ratio 0.924/0.383 = 2.4 of sin(πz/L) at those heights. This holds while t_{N+1} is not small. At cutoffs near a zero of the oscillating t_n the first term no longer dominates and the noise falls faster, by a factor of up to about 14 near G_c = 8.5 bohr⁻¹, still far less than the fall of the true amplitude. The sharp edge in G is responsible: a band of wavevectors cut off at G_c corresponds in real space to the kernel sin(G_c z)/(πz), whose tail is algebraic. The source of the noise sits near the layer, but its effect reaches far into the vacuum.

A thicker vacuum does not cure this. The coefficients t_n carry a factor 1/L, while 1/sin(πz/L) ≈ L/(πz) carries a factor L. At fixed height and cutoff these cancel.

**The height formula**

Let the true amplitude be A exp(−κz), and let ε(z) be the root-mean-square noise over one wavelength 2π/G_c. The squared amplitude meets the noise floor of the density when

A² exp(−2κz*) = ε², that is z* = (1/κ) ln[A/ε(z*)].

Because ε varies slowly, a few iterations solve this. The image is damaged sooner, because noise and signal interfere:

(ψ + δ)²/ψ² − 1 = 2δ/ψ + δ²/ψ².

While δ is small the first term dominates. Its rms value is 2ε/ψ, which reaches 10 percent at ψ = 20ε. Taking the logarithm of this condition at its own height z₁₀ and subtracting from the formula for z* gives

z* − z₁₀ = (1/κ) {ln 20 + ln[ε(z₁₀)/ε(z*)]}.

The second logarithm is positive when the noise is larger closer to the layer.

**A model with a known answer**

Let v(z) = −D/cosh²z, with z in bohr. Set x = tanh z, s = 1 − x² and ψ = s^(κ/2) P(x). Since d/dz = s d/dx,

ψ′ = s^(κ/2) (sP′ − κxP),

ψ″ = s^(κ/2) [s²P″ − 2(κ+1)xsP′ − κsP + κ²(1 − s)P],

where primes on P denote d/dx. The Schrödinger equation is ψ″ = (κ² − 2Ds)ψ. The terms κ²P cancel, and division by s leaves

(1 − x²)P″ − 2(κ+1)xP′ + [2D − κ(κ+1)]P = 0.

Try P = ax² − 1 and call the square bracket C. The constant terms give C = 2a; the x² terms give C = 2 + 4(κ+1) = 4κ + 6. Hence a = 2κ + 3 and 2D = κ(κ+1) + 4κ + 6 = (κ+2)(κ+3). The valence state is

ψ = 𝒩 cosh^(−κ)(z) [(2κ+3) tanh²z − 1].

It has a node on each side of the layer. Far out, cosh^(−κ)(z) → 2^κ exp(−κz) and the bracket tends to 2κ + 2, so A = 𝒩 2^κ (2κ+2).

I choose κ = 0.6 bohr⁻¹ and L = 80 bohr. The work function is κ²/2 = 0.18 hartree (4.9 eV), the well depth is D = 2.6 × 3.6/2 = 4.68 hartree, and normalization gives A = 1.707 bohr^(−1/2).

The augmentation region is |z| < 2 bohr and contains the nodes. One partial wave, φ = ψ, is used. Its partner φ̃ is an even polynomial inside, matched to φ in value and four derivatives; ṽ is an even polynomial matched to v in value and two derivatives. With χ = (T + ṽ − E)φ̃, the projector is p = χ/⟨φ̃|χ⟩, so ⟨p|φ̃⟩ = 1. The energy correction is the difference of the one-centre energies,

ΔH = ∫_in [Eφ² − φ̃(χ + Eφ̃)] dz = Eq − ⟨φ̃|χ⟩.

Therefore (T + ṽ − E)φ̃ + p(ΔH − Eq) = χ − p⟨φ̃|χ⟩ = 0: the smooth function solves the PAW equation at the true energy.

With a very high cutoff, 60 bohr⁻¹, the computed smooth state and the known state differ by up to 0.69 bohr^(−1/2) inside the region, but by at most 1.4×10⁻⁹ outside. Adding the one-centre term reduces the inside difference to the same 10⁻⁹ level. The plain norm of the smooth state is 1.230, so renormalizing it would scale the image by 1/1.230 = 0.813.

**The heights**

At G_c = 6 bohr⁻¹ (490 eV) the rms noise at the crossing is 9.09×10⁻⁶ bohr^(−1/2), and

z* = ln(1.707/9.09×10⁻⁶)/0.6 = 12.14/0.6 = 20.2 bohr = 10.7 Å.

The density is already wrong by 10 percent at 14.8 bohr (7.8 Å). The separation is 5.4 bohr, while ln 20/κ alone gives 5.0. If the noise follows the factor 1/sin(πz/L) of the bound, its ratio between the two heights is 0.713/0.549 = 1.30, which adds ln(1.30)/0.6 = 0.4 bohr and accounts for the difference.

Using the bound in place of ε gives 17.8 bohr. This is a lower estimate of the crossing height. It does not guarantee an accurate image, since the 10 percent error comes lower still.

The tabulated densities are averages over one wavelength 2π/G_c. Averaging lifts the exact value about 7 percent above A² exp(−2κz) and largely cancels the oscillating cross term 2ψδ. Near the crossing and above it, what remains is mainly δ²; at 15 bohr the remainders of both terms are below one percent of the density, although the averaged cross term oscillates with height and reaches about 2 percent within half a bohr of that point. At the grid point listed as 15 bohr, which lies at 15.01 bohr, the averaged exact and computed values are 4.68×10⁻⁸ and 4.66×10⁻⁸ bohr⁻¹ (pointwise, A² exp(−2κz) = 4.39×10⁻⁸); the averages agree although the local rms error is already about 10 percent. At 20 bohr the averaged computed value is about twice the exact one. At 30 bohr the exact density is about 7×10⁻¹⁶ but the computed one is 4.9×10⁻¹¹, equal to the squared noise (7.03×10⁻⁶)². From 10 to 30 bohr the true amplitude falls by exp(12) ≈ 1.6×10⁵, the noise by a factor of 2.5.

The decomposition into decay and noise was tested at each cutoff: beyond 12 bohr, adding the omitted Fourier tail to the computed state restores the hyperbolic cosine to within one thousandth of the largest noise there.

**What a higher cutoff buys**

The noise depends on the smoothness of the PAW construction. Here ṽ and p have jumps in their third derivative at the region's edge, so f_G falls asymptotically as G⁻⁴ and t_G as G⁻⁶, with an oscillating factor from the positions of the two edges. A pure G⁻⁶ law would lower the noise at fixed height by 2⁶ = 64 when G_c doubles, worth (6/κ) ln 2 = 6.9 bohr in z*; the fall of the noise with height, as 1/sin(πz/L), would add about 0.5 bohr more. The calculation gives

G_c = 4 bohr⁻¹ (218 eV): z₁₀ = 11.0 bohr, z* = 16.9 bohr (8.9 Å)

G_c = 8 bohr⁻¹ (871 eV): z₁₀ = 18.0 bohr, z* = 23.4 bohr (12.4 Å)

a gain of 6.5 bohr in z* for four times the cutoff energy. The noise at 10 bohr falls by 1.16×10⁻⁴/2.93×10⁻⁶ ≈ 40 rather than 64, worth ln(40)/0.6 = 6.1 bohr, and the height dependence adds 0.4 bohr; the oscillating factor makes the pure law only a rough guide. The height grows with the logarithm of the cutoff only as a trend: the same factor can make z* fall when the cutoff is raised slightly, and by several bohr. Near a zero of t_G at G_c ≈ 8.5 bohr⁻¹ the model gives z* ≈ 29.8 bohr, but at G_c ≈ 9.0 bohr⁻¹ only 24.8 bohr, so the gain of 6.5 bohr depends on the two cutoffs compared. A well-converged energy is no guarantee: at G_c = 6 bohr⁻¹ the energy error is 1.4×10⁻⁶ hartree, yet the density at 30 bohr is wrong by almost five orders of magnitude.

**Two further limits**

The cell sets its own ceiling. The hyperbolic cosine contains the tail of the next layer, with relative amplitude exp[−κ(L − 2z)]. This reaches 1/20, hence about 10 percent in the density, at

z = L/2 − ln 20/(2κ) = L/2 − 2.5 bohr.

For L = 80 bohr that is 37.5 bohr, well above the noise limit. For L = 30 bohr it would be 12.5 bohr, below the 14.8 bohr found at G_c = 6 bohr⁻¹, and the cell would spoil the image first.

In three dimensions a lateral component exp[i(k+g)·R] of a state, with k the surface wavevector and g a surface reciprocal vector, has a vacuum amplitude a(z) that obeys

a″ = (κ² + |k+g|²) a, κ_g = (κ² + |k+g|²)^(1/2).

Its crossing height is ln(A_g/ε_g)/κ_g. If the ratio of initial amplitude to noise is similar for all components, those with large |k+g|, which carry the fine corrugation, are lost first. The heights above describe the laterally uniform component of this model and are not universal limits. They also assume an exactly diagonalized state. An iterative solver can leave a small admixture of a state that extends through the vacuum: in the model at G_c = 6 bohr⁻¹, an admixture of the next even state (0.18 hartree higher) that raises the energy by only 10⁻⁸ hartree has amplitude 2.6×10⁻⁵ at 20 bohr, above the cutoff noise, and overtakes the true state at 18.6 bohr.

**How to go further out**

The vacuum equation supplies what the basis cannot. Take the state at a plane z₀ beyond the surface potential but still far above the noise, and continue it:

ψ(z) = ψ_c(z₀) exp[−κ_c(z − z₀)].

In three dimensions each lateral component needs its own κ_g. From z₀ = 8 bohr at G_c = 6 bohr⁻¹, the density continued to 25 bohr is 1.004 times the exact one, whereas the direct value there, averaged over a wavelength, is about 200 times too large. The remaining error has the size expected from the starting plane: scaling the noise at 10 bohr by 1/sin(πz/L) gives 2.2×10⁻⁵ at 8 bohr, where ψ = 0.014, so 2ε/ψ ≈ 0.3 percent. The method fails if z₀ still lies in the surface potential, or if the noise has already taken over there. The full set of values is in the numerical output.

Computed results

```
decay constant kappa = 0.60 1/bohr
work function = 0.1800 hartree = 4.90 eV
well depth = 4.680 hartree
cell length = 80 bohr, augmentation radius = 2.0 bohr
vacuum amplitude A = 1.7072 bohr^-1/2
energy error, cutoff 60 1/bohr = -1.7e-13 hartree
max |smooth - exact| outside = 1.4e-09 bohr^-1/2
max |smooth - exact| inside = 0.694 bohr^-1/2
max |rebuilt - exact| inside = 1.4e-09 bohr^-1/2
plain norm of smooth state = 1.2302
image factor if wrongly renormalized = 0.8129
-- cutoff 4 1/bohr = 218 eV
energy error = 5.5e-05 hartree
rms noise at 10, 30 bohr = 1.16e-04, 4.49e-05 bohr^-1/2
rms noise at crossing = 6.92e-05 bohr^-1/2
10 percent density error at 11.0 bohr = 5.8 A
safe estimate from bound = 14.5 bohr = 7.7 A
crossing height z* = 16.9 bohr = 8.9 A
-- cutoff 6 1/bohr = 490 eV
energy error = 1.4e-06 hartree
rms noise at 10, 30 bohr = 1.75e-05, 7.03e-06 bohr^-1/2
rms noise at crossing = 9.09e-06 bohr^-1/2
10 percent density error at 14.8 bohr = 7.8 A
safe estimate from bound = 17.8 bohr = 9.4 A
crossing height z* = 20.2 bohr = 10.7 A
height (bohr), exact density, computed density (1/bohr):
   5  7.61e-03  7.61e-03
  10  1.89e-05  1.89e-05
  15  4.68e-08  4.66e-08
  20  1.16e-10  2.24e-10
  25  2.88e-13  6.17e-11
  30  6.98e-16  4.93e-11
continued from 8 to 25 bohr: density/exact = 1.0036
-- cutoff 8 1/bohr = 871 eV
energy error = 7.2e-08 hartree
rms noise at 10, 30 bohr = 2.93e-06, 1.17e-06 bohr^-1/2
rms noise at crossing = 1.37e-06 bohr^-1/2
10 percent density error at 18.0 bohr = 9.5 A
safe estimate from bound = 20.6 bohr = 10.9 A
crossing height z* = 23.4 bohr = 12.4 A
ln(20)/kappa = 4.99 bohr
```
